# Cooling of hot electrons in copper by a cold lattice

**The situation.** A short laser pulse has heated the conduction electrons of a thin copper film to \(T_1=3000\ \mathrm K\), while the lattice is still at \(T_0=300\ \mathrm K\). The electronic heat capacity per volume is \(C(T)=\gamma T\), with \(\gamma=97\ \mathrm{J/(m^3\,K^2)}\) and \(T\) the electron temperature. The electrons give heat to the lattice at the rate \(G(T-T_0)\) per volume, with \(G=10^{17}\ \mathrm{W/(m^3\,K)}\).

In parts (a) to (d), take the lattice temperature as fixed. Assume that the film is uniform, that the pulse is over, that no heat leaves through the surfaces, and that the electrons have a well-defined temperature throughout.

## (a) The cooling time

**Question.** Derive the time in which the electrons cool from \(T_1\) to a lower temperature \(T_2>T_0\).

**Answer.** The electronic energy density is the integral of the heat capacity, \(u=\gamma T^2/2\). It falls at the rate at which heat goes to the lattice:

\[
\frac{du}{dt}=\gamma T\frac{dT}{dt}=-G(T-T_0).
\]

Separating the variables gives

\[
dt=-\frac{\gamma}{G}\,\frac{T}{T-T_0}\,dT .
\]

Writing \(T=(T-T_0)+T_0\) in the numerator splits the fraction:

\[
\frac{T}{T-T_0}=1+\frac{T_0}{T-T_0}.
\]

As time runs from 0 to \(t\), the temperature runs from \(T_1\) down to \(T_2\). The minus sign reverses the limits of the temperature integral:

\[
t=\frac{\gamma}{G}\int_{T_2}^{T_1}\left(1+\frac{T_0}{T-T_0}\right)dT
=\frac{\gamma}{G}\left[T_1-T_2+T_0\ln\frac{T_1-T_0}{T_2-T_0}\right].
\]

For \(T_0\to0\) only the linear term survives. The logarithm is the delay caused by heat flowing back from a lattice at finite temperature. It diverges as \(T_2\to T_0\), because the net heat flow then vanishes.

## (b) The number

**Question.** Show that cooling from 3000 to 1000 K takes about 2.3 ps. Confirm the size of the result without using the integral.

**Answer.** The prefactor is \(\gamma/G=0.970\ \mathrm{fs/K}\), and the logarithm is \(\ln(2700/700)=1.3499\). Hence

\[
t=0.970\ \frac{\mathrm{fs}}{\mathrm K}\,\bigl[2000+300(1.3499)\bigr]\ \mathrm K
=(1.940+0.393)\ \mathrm{ps}=2.33\ \mathrm{ps}.
\]

For the confirmation, write the cooling rate as

\[
-\frac{dT}{dt}=\frac{G}{\gamma}\left(1-\frac{T_0}{T}\right).
\]

This rate decreases as \(T\) falls. It is 0.928 K/fs at 3000 K and 0.722 K/fs at 1000 K. Dividing the drop of 2000 K by each rate in turn shows that the time lies between 2.16 and 2.77 ps.

## (c) The whole cooling curve

**Question.** Find \(T(t)\) in closed form, and describe its early and late behaviour.

**Answer.** Measure the excess temperature in units of \(T_0\), so that \(w=(T-T_0)/T_0\) and \(T=T_0(1+w)\). The energy balance becomes

\[
\gamma T_0(1+w)\,T_0\frac{dw}{dt}=-G\,T_0\,w .
\]

Dividing by \(GT_0w\) and defining \(\tau=\gamma T_0/G=0.291\ \mathrm{ps}\) gives

\[
\left(\frac1w+1\right)dw=-\frac{dt}{\tau}.
\]

Integration from \(w_1=(T_1-T_0)/T_0=9\) yields

\[
w+\ln w=w_1+\ln w_1-\frac t\tau .
\]

Taking the exponential of both sides gives \(we^w=w_1e^{w_1-t/\tau}\). The Lambert function \(W\) is defined by \(W(s)e^{W(s)}=s\). Since \(w>0\), its principal branch applies, and

\[
T(t)=T_0\left[1+W\!\left(w_1e^{\,w_1-t/\tau}\right)\right].
\]

While \(w\gg1\), the equation reduces to \(dw/dt\approx-1/\tau\), so the temperature falls nearly linearly at a rate close to \(G/\gamma\). The formula gives 2541 K at 0.5 ps, 2092 K at 1.0 ps and 1659 K at 1.5 ps, which are drops of 449 and 433 K in successive half picoseconds. The corresponding rates, 0.90 and 0.87 K/fs, lie below \(G/\gamma=1.03\ \mathrm{K/fs}\) because the exact equation contains the factor \(w/(1+w)\), and \(w\) falls from 7.5 to 4.5 in this interval.

When \(w\ll1\), the equation becomes \(dw/dt\approx-w/\tau\), and the excess decays exponentially. Between 303 and 301 K, the numerically integrated equation gives a decay time of 0.293 ps. The small difference from \(\tau\) comes from the term \(w\) beside \(\ln w\): the interval lasts \(\tau(\ln3+2/300)\), which is 0.6 % longer than \(\tau\ln3\).

## (d) A constant heat capacity

**Question.** What time results if the heat capacity is held at its initial value \(\gamma T_1\), with \(G\) and all temperatures unchanged? Explain the sign of the difference.

**Answer.** The balance is now \(\gamma T_1\,dT/dt=-G(T-T_0)\), which gives a pure exponential decay of \(T-T_0\). Therefore

\[
t_{\rm const}=\frac{\gamma T_1}{G}\ln\frac{T_1-T_0}{T_2-T_0}
=2.91\ \mathrm{ps}\times1.3499=3.93\ \mathrm{ps}.
\]

This is 68 % longer than the result of (b). The true heat capacity falls to one third of its initial value on the way to 1000 K, so less heat has to be removed for each kelvin of cooling.

## (e) The lattice warms

**Question.** Drop the assumption of a fixed lattice temperature. Use the classical lattice heat capacity \(C_l=3nk\), where \(n=8.49\times10^{28}\ \mathrm{m^{-3}}\) is the atom density and \(k\) is Boltzmann's constant. How warm is the lattice when the electrons reach 1000 K, and how does the cooling time change?

**Answer.** The heat lost by the electrons is gained by the lattice:

\[
C_l\frac{dT_l}{dt}=G(T-T_l)=-\gamma T\frac{dT}{dt}.
\]

Integrating the outer two expressions from the initial state gives

\[
T_l(T)=T_0+\frac{\gamma\,(T_1^2-T^2)}{2C_l}.
\]

The electrons release \(\gamma(T_1^2-T_2^2)/2=3.88\times10^8\ \mathrm{J/m^3}\), and \(C_l=3.52\times10^6\ \mathrm{J/(m^3\,K)}\). The lattice therefore warms by 110 K, to 410 K. The time follows from the same separation as in (a), with \(T_0\) replaced by \(T_l(T)\):

\[
t=\int_{T_2}^{T_1}\frac{\gamma T\,dT}{G\,[T-T_l(T)]}=2.47\ \mathrm{ps}.
\]

This is 5.9 % longer than with the fixed lattice, because the temperature difference that drives the heat flow is smaller. The late part of the curve in (c) changes more. The fixed-lattice formula gives 322 K at 4 ps, but electrons that cool towards a lattice above 400 K cannot get there before the film itself has cooled.

## (f) Are \(\gamma\) and \(G\) constant?

**Question.** Estimate how the cooling time changes through (i) the loss of the phonon enhancement of \(\gamma\), (ii) the excitation of d electrons and (iii) the finite energy of phonons. Use rough copper values: an enhancement factor \(1+\lambda\) with \(\lambda=0.15\), a flat d band of ten electrons per atom from 2 to 5 eV below the Fermi level, and a Debye temperature \(\theta=340\ \mathrm K\). Treat each effect first with the lattice fixed at 300 K.

**Answer.** (i) The value \(\gamma=97\ \mathrm{J/(m^3\,K^2)}\) is typical of copper at low temperature, where the coupling to phonons raises it by \(1+\lambda\). This enhancement fades once \(kT\) is well above the phonon energies. If it is taken as wholly lost, \(\gamma\) falls to \(97/1.15=84.3\ \mathrm{J/(m^3\,K^2)}\). Since \(t\propto\gamma\) at fixed \(G\), the time falls by 13 %, to 2.03 ps.

(ii) Let \(g(\varepsilon)\) be the density of states, \(\varepsilon\) the energy measured from the chemical potential \(\mu\), and \(f\) the Fermi function with \(f'=df/d\varepsilon\). Define

\[
K_m=\int g(\varepsilon)\,\varepsilon^m(-f')\,d\varepsilon .
\]

A change of temperature and chemical potential changes the occupation by \(df=(-f')(\varepsilon\,dT/T+d\mu)\). The electron number is fixed, so \(K_1\,dT/T+K_0\,d\mu=0\). The energy changes by \(du=K_2\,dT/T+K_1\,d\mu\). Eliminating \(d\mu\) gives

\[
C=\frac1T\left(K_2-\frac{K_1^2}{K_0}\right).
\]

For a flat sp band alone, \(K_1=0\) and \(K_2=\pi^2g_{sp}k^2T^2/3\), which is the linear law. The unenhanced \(\gamma\) then corresponds to \(g_{sp}=0.254\) states per eV and atom, against \(10/3=3.33\) for the d band. The d states enter \(K_2\) only through the thermal tail, of order \(e^{-2\,\mathrm{eV}/kT}\approx4\times10^{-4}\) at 3000 K. This small factor is multiplied by the large ratio of the densities of states, about 13, and by the weight \(\varepsilon^2/(kT)^2\), which is about 60 at the upper edge of the d band. At 3000 K they raise \(C\) by 13 % of its sp-band value, and the rise fades quickly on cooling. When this excess, reckoned on the unenhanced \(\gamma\), is added to \(\gamma T\), the time becomes 2.38 ps, or 2.1 % longer.

The d states also open new scattering channels. If the electron-phonon matrix elements are the same for all states, \(G\) is proportional to \(\int g^2(-f')\,d\varepsilon\), since each event needs an initial and a final state at nearly the same energy. This raises \(G\) by about 9 % at 3000 K. With both changes, the time is 2.35 ps, only 0.8 % above the result of (b). The rise of \(C\) is sensitive to the assumed band edge: with the upper edge at 1.8 eV instead of 2 eV and the lower edge kept at 5 eV, it is 22 % at 3000 K. The time with both changes is then still only 1.1 % above the result of (b), because the rises of \(C\) and \(G\) largely cancel. This cancellation rests on the assumed equal matrix elements. If the d states left \(G\) unchanged, the time would be 3.8 % longer for this edge, and about 10 % longer for an edge at 1.5 eV.

(iii) Suppose that the coupling spectrum follows the Debye form, growing as the square of the phonon frequency up to the cutoff. The exchanged power is then \(G[D(T)-D(T_l)]\), with

\[
D(T)=\frac{4T^5}{\theta^4}\int_0^{\theta/T}\frac{x^4}{e^x-1}\,dx .
\]

For small \(x\), \(x^4/(e^x-1)=x^3-x^4/2+x^5/12-\dots\). Integrating term by term gives

\[
D(T)=T-\frac{2\theta}{5}+\frac{\theta^2}{18T}-\dots
\]

The constant cancels in the difference, and \(1/T-1/T_l=-(T-T_l)/(TT_l)\), so that

\[
D(T)-D(T_l)\approx(T-T_l)\left(1-\frac{\theta^2}{18\,T\,T_l}\right).
\]

At \(T=1000\ \mathrm K\) and \(T_l=300\ \mathrm K\) the correction is \(-2.14\,\%\), and the full integral gives \(-2.09\,\%\). The cooling time rises by 1.2 %.

With these three effects and the warming of the lattice acting together, the time is 2.18 ps, 6.6 % below the result of (b). With the Debye lattice heat capacity in place of \(3nk\), it is 2.19 ps, 6.3 % below. The effects partly cancel, and the lost enhancement outweighs the rest.

## (g) A real film

**Question.** For a film 50 nm thick, judge the assumptions of uniform temperature, closed surfaces and a well-defined electron temperature. Take a thermal conductivity \(\kappa=400\ \mathrm{W/(m\,K)}\) at 300 K, proportional to \(T\) at fixed lattice temperature, and an interface conductance \(h=10^8\ \mathrm{W/(m^2\,K)}\) on one face. Both are rough values.

**Answer.** In this estimate conductivity and heat capacity both grow as \(T\), so the electronic heat diffusivity is constant: \(D_e=\kappa/(\gamma T_0)=137\ \mathrm{cm^2/s}\). Between closed faces a distance \(L\) apart, the slowest-decaying profile of the energy density is \(\cos(\pi z/L)\), which decays in \(L^2/(\pi^2D_e)=18\ \mathrm{fs}\). The electron mean free path in copper at room temperature is itself some tens of nanometres, and an electron at the free-electron Fermi velocity needs about 32 fs to cross the film. Diffusion is therefore at the edge of its validity, and this is an order of magnitude. The law \(\kappa\propto T\) also neglects collisions among electrons. These lower the diffusivity of hot electrons. If they lowered it fourfold, for example, the time would be about 70 fs. That is still far below 2.3 ps, and a uniform temperature is a fair assumption.

If the electrons lost heat directly through the interface with the full conductance \(h\), to a neighbour at 300 K, the loss relative to that into the lattice would be \(h/(GL)=2\,\%\). The lattice itself cools through the interface in \(C_lL/h=1.8\ \mathrm{ns}\). The surroundings therefore cannot hold it at 300 K during the first picoseconds, and the warming found in (e) is real for such a film.

Collisions among electrons establish a temperature in a time of order \(\hbar E_F/(kT)^2\), with an unknown numerical factor and the free-electron Fermi energy \(E_F=7.04\ \mathrm{eV}\). This is about 70 fs at 3000 K but 600 fs at 1000 K. By this estimate the assumption is better at the start than towards the end. Its effect on the cooling time has not been estimated here.

The given \(G\) is of the usual order for copper, but published values differ by about a factor of two. Because \(t\propto1/G\) in the model of (a), a coupling 20 % smaller would lengthen the time by 25 %, more than any single correction in (e) and (f). Half the coupling would double the time. The 2.3 ps is thus the result of the stated model with the stated \(G\). For a real film it gives the order of magnitude, and the measured time may differ by a factor of about two. The remaining values are listed in the numerical output.

## Table of computed values

```
gamma = 97 J/(m^3 K^2), G = 1.0e+17 W/(m^3 K)
T0, T1, T2 = 300, 3000, 1000 K
gamma/G = 0.970 fs/K
logarithm ln((T1-T0)/(T2-T0)) = 1.3499
linear part of time = 1.940 ps
logarithmic part of time = 0.393 ps
cooling time, formula = 2.3328 ps
cooling time, integrated equation = 2.3328 ps
cooling rate at T1, T2 = 0.928, 0.722 K/fs
bounds on time = 2.156, 2.771 ps
tau = gamma*T0/G = 0.291 ps
late decay time, 303 to 301 K = 0.293 ps
electron temperature at 0.5 ps = 2541 K
electron temperature at 1.0 ps = 2092 K
electron temperature at 1.5 ps = 1659 K
electron temperature at 2.0 ps = 1251 K
electron temperature at 3.0 ps = 583 K
electron temperature at 4.0 ps = 322 K
time with heat capacity frozen at T1 = 3.928 ps
Neglected effects (rough copper inputs)
density = 8960 kg/m^3, M = 63.55 g/mol
atom density = 8.491e+28 1/m^3
lattice heat capacity = 3.517e+06 J/(m^3 K)
heat released = 3.880e+08 J/m^3
lattice temperature at end = 410.3 K
time, warming lattice = 2.471 ps (+5.9 %)
d band from 2 to 5 eV below Fermi level
sp, d densities of states = 0.254, 3.333 1/(eV atom)
d-band rise of C at T1 = 13.4 %
same from internal energy = 13.3 %
d-band rise of G at T1 = 8.7 %
time, d band in C only = 2.381 ps (+2.1 %)
time, d band in C and G = 2.351 ps (+0.8 %)
phonon enhancement lambda = 0.15
gamma without enhancement = 84.3 J/(m^3 K^2)
time, enhancement lost = 2.029 ps (-13.0 %)
Debye temperature = 340 K
Debye change of power at T2 = -2.09 %
leading-order estimate = -2.14 %
time, Debye phonons = 2.361 ps (+1.2 %)
time, four effects together = 2.180 ps (-6.6 %)
lattice temperature then = 399.2 K
film thickness = 50 nm
thermal conductivity at 300 K = 400 W/(m K)
electron heat diffusivity = 137 cm^2/s
time to spread heat across film = 18 fs
interface conductance = 1e+08 W/(m^2 K)
interface loss over lattice loss = 2.0 %
lattice cooling time of film = 1.76 ns
free-electron Fermi energy = 7.04 eV
hbar*E_F/(kT)^2 at T1 = 69 fs
hbar*E_F/(kT)^2 at T2 = 624 fs
```
